**Shift vector and even harmonics in the two-band semiconductor Bloch equations**

The program tests that the Berry connections and the dipole phase affect the current only through the gauge-invariant shift vector $R=A_c-A_v-\partial_k\arg d$, where $A_c,A_v$ are the Berry connections and $d$ is the transition dipole. It asserts that closed forms for $R$ and $|d|$ agree with numerical derivatives of eigenvectors in two gauges, and that the quadratic static dipole agrees with finite open chains. The full Bloch equations are compared with a density-matrix calculation in localized orbitals; the largest current difference is $1.3\times10^{-6}$ of the largest current. The same agreement is found in the parallel gauge, where the connections vanish and the dipole keeps its phase. With both the connections and the dipole phase omitted, the program asserts that the even response vanishes to rounding error, as it does for an inversion-symmetric chain. With only one omitted, it asserts that the second-harmonic power changes by more than 10% between two gauges; the output shows factors of about 4 and 7. For the full equations, the second harmonic has 1.6% of the power of the fundamental. The output also gives the changes caused by a remote orbital and a longer dephasing time, with estimates of electron–hole binding and thermal excitation.

## Numerical check

```python
# Result under test: the two-band semiconductor Bloch equations depend on
# eigenvector phases only through the shift vector
#     R = A_c - A_v - d(arg d)/dk ,   d = i<u_c|du_v/dk>,  A_n = i<u_n|du_n/dk>.
# Omitting both the connections and the dipole phase sets R = 0 and removes all
# even harmonics; omitting only one of them makes the current gauge dependent.
# Model: chain of period a, bonds t1 and t2, site energies +stagger, -stagger,
# H(k) = h(k).sigma, sites a/2 apart. Electron energy in the field: +F x.
# Units inside: eV, angstrom, hbar = 1 (time in 1/eV); F is e times the field.
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline

hbar_fs = const.hbar / const.e * 1e15
bohr = const.physical_constants['Bohr radius'][0] * 1e10
rydberg = const.physical_constants['Rydberg constant times hc in eV'][0]
kelvin = const.k / const.e

a, t1, t2, stagger = 5.2, 1.9, 0.9, 1.3
photon, peak, cycles, dephasing_fs = 0.4, 0.1, 8, 5.0
T, delta = t1 + t2, t1 - t2
duration = cycles * 2 * np.pi / photon
steps, nk = 5000, 80
dt = duration / steps
signs = np.array([1.0, -1.0])          # every pulse is run with both signs

# Pulse on a grid of half steps
time = np.linspace(0, duration, 2 * steps + 1)
carrier = photon * (time - duration / 2)
envelope = np.sin(np.pi * time / duration)**2
envelope_slope = np.pi / duration * np.sin(2 * np.pi * time / duration)
potential = -peak / photon * envelope * np.sin(carrier)
pulse = peak / photon * (envelope_slope * np.sin(carrier)
                         + photon * envelope * np.cos(carrier))
field = pulse[:, None, None] * signs[None, :, None]


def trajectories(number):
    start = (np.arange(number) + 0.5) / number * 2 * np.pi / a - np.pi / a
    return start[None, None, :] + potential[:, None, None] * signs[None, :, None]


def h_perp(k):
    """hx + i hy"""
    return T * np.cos(k * a / 2) - 1j * delta * np.sin(k * a / 2)


def h_perp_slope(k):
    return a / 2 * (-T * np.sin(k * a / 2) - 1j * delta * np.cos(k * a / 2))


def gap_of(k):
    return 2 * np.sqrt(np.abs(h_perp(k))**2 + stagger**2)


def eigenvectors(k, twist):
    """Upper and lower Bloch vectors; twist = 1 adds k-dependent phases."""
    g, size = h_perp(k), gap_of(k) / 2
    norm = np.sqrt(2 * size * (size + stagger))
    upper = np.array([size + stagger + 0j, g]) / norm
    lower = np.array([-g.conj(), size + stagger + 0j]) / norm
    return (upper * np.exp(0.5j * twist * np.sin(k * a)),
            lower * np.exp(0.2j * twist * np.cos(k * a)))


def geometry(k, twist):
    """A_c - A_v and d from their definitions, by finite differences."""
    s = 1e-3
    shifted = {m: eigenvectors(k + m * s, twist) for m in (-2, -1, 1, 2)}
    slope = [(8 * (shifted[1][b] - shifted[-1][b])
              - (shifted[2][b] - shifted[-2][b])) / (12 * s) for b in (0, 1)]
    upper, lower = eigenvectors(k, twist)
    a_c = (1j * np.sum(upper.conj() * slope[0], axis=0)).real
    a_v = (1j * np.sum(lower.conj() * slope[1], axis=0)).real
    return a_c - a_v, 1j * np.sum(upper.conj() * slope[1], axis=0)


def denominator(k):
    c, s = np.cos(k * a / 2), np.sin(k * a / 2)
    return (T * delta)**2 + stagger**2 * ((delta * c)**2 + (T * s)**2)


def shift_formula(k):
    return -a / 2 * stagger * T * delta * gap_of(k) / 2 / denominator(k)


def dipole_formula(k):
    return a / 4 * np.sqrt(denominator(k)) / (gap_of(k) / 2)**2


# Geometry: closed forms against definitions, in two gauges
table = np.linspace(-1, 1, 4001)
inner = np.linspace(-0.9, 0.9, 777)
conn_spline, dip_spline = [], []
for twist in (0, 1):
    conn_table, dip_table = geometry(table, twist)
    conn_spline.append(CubicSpline(table, conn_table))
    dip_spline.append(CubicSpline(table, dip_table))
    d_in = dip_spline[twist](inner)
    shift_def = conn_spline[twist](inner) - (dip_spline[twist](inner, 1) / d_in).imag
    assert np.max(np.abs(shift_def - shift_formula(inner))) < 1e-5
    assert np.max(np.abs(np.abs(d_in) - dipole_formula(inner))) < 1e-7
    assert np.min(np.abs(d_in)) > 0.1


# Quadratic static dipole: k average against finite open chains in real space
def chain_dipole(cells, force):
    x = np.arange(2 * cells) * a / 2
    bonds = np.where(np.arange(2 * cells - 1) % 2 == 0, t1, t2)
    onsite = np.where(np.arange(2 * cells) % 2 == 0, stagger, -stagger)
    matrix = np.diag(onsite + force * x) + np.diag(bonds, 1) + np.diag(bonds, -1)
    vectors = np.linalg.eigh(matrix)[1][:, :cells]
    return np.sum(vectors**2 * x[:, None])


def chain_quadratic(cells, force=2e-3):
    both = chain_dipole(cells, force) + chain_dipole(cells, -force)
    return (both / 2 - chain_dipole(cells, 0.0)) / force**2


zone = (np.arange(400) + 0.5) / 400 * 2 * np.pi / a
quadratic = np.mean(3 * dipole_formula(zone)**2 * shift_formula(zone) / gap_of(zone)**2)
quadratic_chain = (chain_quadratic(60) - chain_quadratic(40)) / 20
assert abs(quadratic_chain / quadratic - 1) < 2e-3

# Bloch equations in the band basis
k_path = trajectories(nk)
gap = gap_of(k_path)
half_gap_slope = (h_perp(k_path[::2]).conj() * h_perp_slope(k_path[::2])).real \
    / (gap[::2] / 2)


def solve_bloch(connection, dipole):
    """Mean velocity for both field signs, and final excited fraction."""
    damp = 1j * (gap + field * connection) + hbar_fs / dephasing_fs
    drive = -1j * field * dipole
    p = np.zeros((2, nk), complex)      # interband coherence
    w = np.ones((2, nk))                # valence minus conduction population
    p_all = np.zeros((steps + 1, 2, nk), complex)
    w_all = np.ones((steps + 1, 2, nk))
    for i in range(steps):
        a0, a1, a2 = damp[2 * i:2 * i + 3]
        c0, c1, c2 = drive[2 * i:2 * i + 3]
        p1, w1 = c0 * w - a0 * p, -4 * (c0 * p.conj()).real
        q, u = p + dt / 2 * p1, w + dt / 2 * w1
        p2, w2 = c1 * u - a1 * q, -4 * (c1 * q.conj()).real
        q, u = p + dt / 2 * p2, w + dt / 2 * w2
        p3, w3 = c1 * u - a1 * q, -4 * (c1 * q.conj()).real
        q, u = p + dt * p3, w + dt * w3
        p4, w4 = c2 * u - a2 * q, -4 * (c2 * q.conj()).real
        p = p + dt / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
        w = w + dt / 6 * (w1 + 2 * w2 + 2 * w3 + w4)
        p_all[i + 1], w_all[i + 1] = p, w
    inter = 2 * gap[::2] * (np.conj(dipole[::2]) * p_all).imag
    return np.mean(inter - half_gap_slope * w_all, axis=2), np.mean((1 - w[0]) / 2)


# Reference: density matrix (1 + s.sigma)/2 in localized orbitals, no band phases
def solve_reference(site_energy, number, t2_fs):
    k = trajectories(number)
    g_all, rate = h_perp(k), hbar_fs / t2_fs
    size2 = np.abs(g_all)**2 + site_energy**2
    s = -g_all[0] / np.sqrt(size2[0])
    z = -site_energy / np.sqrt(size2[0])

    def change(j, s, z):
        g = g_all[j]
        overlap = g.conj() * s
        along = rate * (overlap.real + site_energy * z) / size2[j]
        return (2j * (site_energy * s - g * z) - rate * s + g * along,
                2 * overlap.imag - rate * z + site_energy * along)

    s_all = np.zeros((steps + 1, 2, number), complex)
    s_all[0] = s
    for i in range(steps):
        s1, z1 = change(2 * i, s, z)
        s2, z2 = change(2 * i + 1, s + dt / 2 * s1, z + dt / 2 * z1)
        s3, z3 = change(2 * i + 1, s + dt / 2 * s2, z + dt / 2 * z2)
        s4, z4 = change(2 * i + 2, s + dt * s3, z + dt * z3)
        s = s + dt / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
        z = z + dt / 6 * (z1 + 2 * z2 + 2 * z3 + z4)
        s_all[i + 1] = s
    return np.mean((s_all.conj() * h_perp_slope(k[::2])).real, axis=2)


def parity(v):
    """Parts of the response that are even and odd in the field."""
    return (v[:, 0] + v[:, 1]) / 2, (v[:, 0] - v[:, 1]) / 2


def spectrum(signal):
    n = len(signal) - 1
    window = np.sin(np.pi * np.arange(n) / n)**2
    return np.abs(np.fft.rfft(signal[:-1] * window) / n)**2


def harmonic(v, order):
    """Emitted power (frequency squared times current power) near one order."""
    power = spectrum(parity(v)[order % 2])
    bins = np.arange(cycles * order - 3, cycles * order + 4)
    return np.sum((bins / cycles)**2 * power[bins])


reference = solve_reference(stagger, nk, dephasing_fs)
scale = np.max(np.abs(reference))
conn = [spline(k_path) for spline in conn_spline]
dip = [spline(k_path) for spline in dip_spline]

full, excited = solve_bloch(conn[0], dip[0])
full_twisted, _ = solve_bloch(conn[1], dip[1])
error_full = np.max(np.abs(full - reference)) / scale
error_gauge = np.max(np.abs(full_twisted - full)) / scale
assert error_full < 2e-4 and error_gauge < 2e-4

# Parallel gauge: connections vanish, the dipole keeps the phase -integral of R
phase = -CubicSpline(table, shift_formula(table)).antiderivative()(k_path)
parallel, _ = solve_bloch(0.0, dipole_formula(k_path) * np.exp(1j * phase))
error_parallel = np.max(np.abs(parallel - reference)) / scale
assert error_parallel < 2e-4

# Both omitted: gauge independent, but strictly odd in the field
assert np.max(np.abs(np.abs(dip[0]) - np.abs(dip[1]))) < 1e-7
stripped, _ = solve_bloch(0.0, np.abs(dip[0]))
even_full, odd_full = parity(full)
even_stripped, odd_stripped = parity(stripped)
assert np.max(np.abs(even_stripped)) < 1e-9 * np.max(np.abs(odd_stripped))
assert np.max(np.abs(even_full)) > 1e-3 * np.max(np.abs(odd_full))

# Only one omitted: the answer changes with the gauge
no_conn = [harmonic(solve_bloch(0.0, dip[g])[0], 2) for g in (0, 1)]
no_phase = [harmonic(solve_bloch(conn[g], np.abs(dip[g]))[0], 2) for g in (0, 1)]
assert abs(no_conn[1] / no_conn[0] - 1) > 0.1
assert abs(no_phase[1] / no_phase[0] - 1) > 0.1

# The even part of the response sits at even orders
even_power = spectrum(even_full)
orders = np.arange(len(even_power)) / cycles
near_even = np.abs((orders + 1) % 2 - 1) < 0.5
even_share = np.sum(even_power[near_even]) / np.sum(even_power)
assert even_share > 0.9

# Control: inversion-symmetric chain; and convergence with the k grid
even_control, odd_control = parity(solve_reference(0.0, nk, dephasing_fs))
assert np.max(np.abs(even_control)) < 1e-9 * np.max(np.abs(odd_control))
finer = solve_reference(stagger, 120, dephasing_fs)
error_grid = np.max(np.abs(finer - reference)) / scale
assert error_grid < 1e-3

# Size of neglected or uncertain effects
longer = solve_reference(stagger, 120, 2 * dephasing_fs)
remote_energy, remote_hop = 8.0, 0.5


def solve_orbitals(size):
    """Two or three orbitals per cell, piecewise constant Hamiltonian."""
    number, stride = 50, 4
    k = trajectories(number)

    def matrices(q):
        ham = np.zeros(q.shape + (size, size), complex)
        slope = np.zeros_like(ham)
        ham[..., 0, 0], ham[..., 1, 1] = stagger, -stagger
        ham[..., 1, 0], ham[..., 0, 1] = h_perp(q), h_perp(q).conj()
        slope[..., 1, 0] = h_perp_slope(q)
        slope[..., 0, 1] = h_perp_slope(q).conj()
        if size == 3:
            ham[..., 2, 2] = remote_energy
            ham[..., 1, 2] = ham[..., 2, 1] = 2 * remote_hop * np.cos(q * a / 2)
            slope[..., 1, 2] = slope[..., 2, 1] = -remote_hop * a * np.sin(q * a / 2)
        return ham, slope

    step = 2 * dt
    energy, vec = np.linalg.eigh(matrices(k[2::stride])[0])
    slope = matrices(k[::stride])[1]
    loss = np.where(np.eye(size) > 0, 1.0, np.exp(-step * hbar_fs / dephasing_fs))
    factor = np.exp(-1j * step * (energy[..., :, None] - energy[..., None, :])) * loss
    dagger = vec.conj().swapaxes(-1, -2)
    low = np.linalg.eigh(matrices(k[0])[0])[1][..., :, 0]
    rho = low[..., :, None] * low[..., None, :].conj()
    v = np.zeros((len(slope), 2))
    v[0] = np.sum(rho * slope[0].conj(), axis=(1, 2, 3)).real / number
    for i in range(len(vec)):
        rho = vec[i] @ ((dagger[i] @ rho @ vec[i]) * factor[i]) @ dagger[i]
        v[i + 1] = np.sum(rho * slope[i + 1].conj(), axis=(1, 2, 3)).real / number
    return v


two_orbitals, three_orbitals = solve_orbitals(2), solve_orbitals(3)
# the coarse time step of this solver leaves an error of about one percent
assert abs(harmonic(two_orbitals, 2) / harmonic(full, 2) - 1) < 0.05
remote_ratio = harmonic(three_orbitals, 2) / harmonic(two_orbitals, 2)

edge = np.pi / a
min_gap, max_gap = gap_of(edge), gap_of(0.0)
s = 1e-3
curvature = (gap_of(edge + s) - 2 * min_gap + gap_of(edge - s)) / s**2
mass = 2 * rydberg * bohr**2 / curvature
permittivity, temperature = 4.0, 300.0
binding = rydberg * mass / permittivity**2
radius = bohr * permittivity / mass

print(f"period a = {a} angstrom; bonds t1 = {t1} eV, t2 = {t2} eV")
print(f"site energies = +/-{stagger} eV; T = {T:.1f} eV, delta = {delta:.1f} eV")
print(f"photon energy = {photon} eV; pulse length = {duration*hbar_fs:.1f} fs")
print(f"number of cycles = {cycles}; dephasing time = {dephasing_fs} fs")
print(f"peak field = {peak} V/angstrom = {peak*100:.1f} MV/cm")
print(f"gap at zone edge = {min_gap:.3f} eV; at zone centre = {max_gap:.3f} eV")
print(f"gap / photon energy = {min_gap/photon:.2f}")
print(f"k excursion / half zone width = {peak/photon/edge:.3f}")
print(f"|d| at zone edge = {dipole_formula(edge):.3f} angstrom")
print(f"|d| at zone centre = {dipole_formula(0.0):.3f} angstrom")
print(f"shift vector at zone edge = {shift_formula(edge):.3f} angstrom")
print(f"shift vector at zone centre = {shift_formula(0.0):.3f} angstrom")
print(f"peak field times edge shift = {peak*shift_formula(edge):.4f} eV")
print(f"quadratic dipole, k average = {quadratic:.5f} angstrom^3/eV^2")
print(f"quadratic dipole, open chains = {quadratic_chain:.5f} angstrom^3/eV^2")
print(f"static quadratic dipole at peak field = {quadratic*peak**2:.3e} angstrom")
print("largest current difference / largest current:")
print(f"  full equations vs localized orbitals = {error_full:.1e}")
print(f"  full equations, second gauge vs first = {error_gauge:.1e}")
print(f"  parallel gauge vs localized orbitals = {error_parallel:.1e}")
print(f"  120 vs 80 k points = {error_grid:.1e}")
print("largest even / largest odd part of the current:")
print(f"  full = {np.max(abs(even_full))/np.max(abs(odd_full)):.4f}")
print(f"  both omitted = {np.max(abs(even_stripped))/np.max(abs(odd_stripped)):.1e}")
print(f"  inversion-symmetric = {np.max(abs(even_control))/np.max(abs(odd_control)):.1e}")
print(f"share of even-part power at even orders = {even_share:.4f}")
print("harmonic power / full fundamental: order, full, both omitted")
base = harmonic(full, 1)
for n in range(1, 10):
    print(f"  {n}  {harmonic(full, n)/base:.2e}  {harmonic(stripped, n)/base:.2e}")
true2 = harmonic(full, 2)
print("second-harmonic power / correct value, first and second gauge:")
print(f"  connections omitted = {no_conn[0]/true2:.3f}, {no_conn[1]/true2:.3f}")
print(f"  dipole phase omitted = {no_phase[0]/true2:.3f}, {no_phase[1]/true2:.3f}")
print(f"excited fraction after pulse = {excited:.4f} electrons per cell and spin")
print(f"second-harmonic power, dephasing time doubled = {harmonic(longer, 2)/true2:.3f} x")
print(f"remote orbital: energy {remote_energy} eV, hopping {remote_hop} eV")
print(f"second-harmonic power with remote orbital = {remote_ratio:.3f} x")
print(f"reduced mass at gap = {mass:.3f} electron masses")
print(f"rough relative permittivity used = {permittivity}")
print(f"electron-hole binding estimate = {binding:.3f} eV; radius = {radius:.1f} angstrom")
print(f"peak field times that radius = {peak*radius:.2f} eV")
print(f"thermal factor exp(-gap/2kT) at {temperature:.0f} K = "
      f"{np.exp(-min_gap/(2*kelvin*temperature)):.1e}")
print("all good")
```

Running it gives:

```
period a = 5.2 angstrom; bonds t1 = 1.9 eV, t2 = 0.9 eV
site energies = +/-1.3 eV; T = 2.8 eV, delta = 1.0 eV
photon energy = 0.4 eV; pulse length = 82.7 fs
number of cycles = 8; dephasing time = 5.0 fs
peak field = 0.1 V/angstrom = 10.0 MV/cm
gap at zone edge = 3.280 eV; at zone centre = 6.174 eV
gap / photon energy = 8.20
k excursion / half zone width = 0.414
|d| at zone edge = 2.219 angstrom
|d| at zone centre = 0.421 angstrom
shift vector at zone edge = -0.736 angstrom
shift vector at zone centre = -3.066 angstrom
peak field times edge shift = -0.0736 eV
quadratic dipole, k average = -0.29213 angstrom^3/eV^2
quadratic dipole, open chains = -0.29213 angstrom^3/eV^2
static quadratic dipole at peak field = -2.921e-03 angstrom
largest current difference / largest current:
  full equations vs localized orbitals = 1.3e-06
  full equations, second gauge vs first = 1.9e-07
  parallel gauge vs localized orbitals = 1.3e-06
  120 vs 80 k points = 2.4e-05
largest even / largest odd part of the current:
  full = 0.0728
  both omitted = 5.9e-14
  inversion-symmetric = 3.2e-15
share of even-part power at even orders = 0.9986
harmonic power / full fundamental: order, full, both omitted
  1  1.00e+00  9.98e-01
  2  1.57e-02  2.64e-29
  3  4.29e-02  4.46e-02
  4  7.36e-05  7.20e-30
  5  1.37e-03  1.32e-03
  6  6.78e-05  5.42e-29
  7  2.25e-03  2.14e-03
  8  1.76e-04  7.75e-28
  9  1.87e-02  1.84e-02
second-harmonic power / correct value, first and second gauge:
  connections omitted = 6.258, 24.839
  dipole phase omitted = 2.218, 15.331
excited fraction after pulse = 0.0070 electrons per cell and spin
second-harmonic power, dephasing time doubled = 0.994 x
remote orbital: energy 8.0 eV, hopping 0.5 eV
second-harmonic power with remote orbital = 1.113 x
reduced mass at gap = 0.135 electron masses
rough relative permittivity used = 4.0
electron-hole binding estimate = 0.115 eV; radius = 15.7 angstrom
peak field times that radius = 1.57 eV
thermal factor exp(-gap/2kT) at 300 K = 2.8e-28
all good
```
